# Relaxation rates and Laguerre modes of a terrace-width Fokker–Planck equation: test program

```python
"""
Result under test: the Fokker-Planck equation on s > 0
    dP/dt = -d/ds[(r/s - 2 b s) P] + d2P/ds2,   zero flux at both ends,
has relaxation rates 4 b n (n = 0, 1, 2, ...) and backward eigenfunctions
L_n^(alpha)(b s^2), alpha = (r - 1)/2.
s: terrace width / mean width; r: repulsion exponent; b: confinement;
t: dimensionless time; tau = 4 b t: time in units of the slowest decay time.
The example is a train of surface steps with rough model parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, expm
from scipy.special import gamma, eval_genlaguerre, poch, factorial


def unit_mean_b(r):
    return (gamma((r + 2) / 2) / gamma((r + 1) / 2)) ** 2


def stationary(s, r, b):
    return 2 * b ** ((r + 1) / 2) / gamma((r + 1) / 2) * s ** r * np.exp(-b * s * s)


# ---------- symbolic action of the operators ----------
S, R, B, D = sp.symbols("s r b D", positive=True)
drift = R / S - 2 * B * S
for n in range(5):
    # general diffusion coefficient D; D = 1 is the main statement
    f = sp.assoc_laguerre(n, (R / D - 1) / 2, B * S**2 / D)
    residual = D * sp.diff(f, S, 2) + drift * sp.diff(f, S) + 4 * B * n * f
    assert sp.simplify(sp.expand(residual)) == 0
weight = S**R * sp.exp(-B * S**2)
for n in range(3):
    f = sp.assoc_laguerre(n, (R - 1) / 2, B * S**2)
    p = weight * f
    residual = -sp.diff(drift * p, S) + sp.diff(p, S, 2) + 4 * B * n * p
    assert sp.simplify(sp.expand(sp.simplify(residual / weight))) == 0
    # absorbing wall: the solution that vanishes at s = 0 when r < 1
    g = S**(1 - R) * sp.assoc_laguerre(n, (1 - R) / 2, B * S**2)
    residual = (sp.diff(g, S, 2) + drift * sp.diff(g, S)
                + (4 * B * n + 2 * B * (1 - R)) * g)
    assert sp.simplify(sp.expand(sp.simplify(residual / S**(1 - R)))) == 0

# ---------- example parameters (rough, round) ----------
temperature = 1200.0        # K
mean_width = 20.0           # nm
stiffness = 0.3             # eV/nm
repulsion = 0.04            # eV nm
width_diffusivity = 100.0   # nm^2/s
kT = const.k * temperature / const.e
coupling = repulsion * stiffness / kT**2
r = 1 + np.sqrt(1 + 4 * coupling)
b = unit_mean_b(r)
alpha = (r - 1) / 2
time_unit = mean_width**2 / width_diffusivity
assert abs(quad(lambda s: stationary(s, r, b), 0, 8)[0] - 1) < 1e-7
assert abs(quad(lambda s: s * stationary(s, r, b), 0, 8)[0] - 1) < 1e-7

# exponent r from the pair Hamiltonian -d2/ds2 + coupling/s^2 + s^2,
# whose ground level is r + 1 if the wave function starts as s^(r/2)
h = 0.002
x = h * np.arange(1, 4000)
level = eigh_tridiagonal(2 / h**2 + coupling / x**2 + x**2,
                         -np.ones(len(x) - 1) / h**2,
                         select="i", select_range=(0, 0))[0][0]
assert abs(level - (r + 1)) < 2e-3


# ---------- finite-volume operator built from the drift alone ----------
def finite_volume(r, b, cells):
    h = np.sqrt(40 / b) / cells
    faces = h * np.arange(1, cells)
    peclet = (r / faces - 2 * b * faces) * h
    to_right = -peclet / np.expm1(-peclet) / h**2
    to_left = peclet / np.expm1(peclet) / h**2
    loss = np.zeros(cells)
    loss[:-1] += to_right
    loss[1:] += to_left
    return h * (np.arange(cells) + 0.5), h, loss, to_right, to_left


def grid_rates(r, b, cells=3000):
    _, _, loss, right, left = finite_volume(r, b, cells)
    return eigh_tridiagonal(loss, -np.sqrt(right * left),
                            select="i", select_range=(0, 5))[0]


rates_grid = grid_rates(r, b)
b_weak = unit_mean_b(0.5)
for found, bb in ((rates_grid, b), (grid_rates(0.5, b_weak), b_weak)):
    assert abs(found[0]) < 1e-5
    assert np.allclose(found[1:], 4 * bb * np.arange(1, 6), rtol=3e-3)

# ---------- norms and expansion coefficients by quadrature ----------
for m in range(4):
    Lm = lambda s: eval_genlaguerre(m, alpha, b * s * s)
    for n in range(4):
        val = quad(lambda s: stationary(s, r, b) * Lm(s)
                   * eval_genlaguerre(n, alpha, b * s * s), 0, 8)[0]
        norm = poch(alpha + 1, n) / factorial(n)
        assert abs(val - (norm if m == n else 0)) < 1e-6
    val = quad(lambda s: s * stationary(s, r, b) * Lm(s), 0, 8)[0]
    norm = poch(alpha + 1, m) / factorial(m)
    assert abs(val / norm - poch(-0.5, m) / poch(alpha + 1, m)) < 1e-6


# ---------- relaxation from a sharp start ----------
def moments(tau, start=1.0, terms=200):
    k = np.arange(terms - 1)
    coef = np.concatenate(([1.0], np.cumprod((k - 0.5) / (alpha + 1 + k))))
    n = np.arange(terms)
    mean = np.sum(coef * np.exp(-n * tau)
                  * eval_genlaguerre(n, alpha, b * start**2))
    final = (r + 1) / (2 * b)
    second = final + (start**2 - final) * np.exp(-tau)
    return mean, second


centres, h, loss, right, left = finite_volume(r, b, 450)
generator = np.diag(-loss) + np.diag(right, -1) + np.diag(left, 1)
quarter = expm(generator * 0.25 / (4 * b))
for steps in (2, 4, 8):
    prop = np.linalg.matrix_power(quarter, steps)
    mean, second = moments(0.25 * steps)
    assert abs(np.interp(1.0, centres, centres @ prop) - mean) < 1e-3
    assert abs(np.interp(1.0, centres, centres**2 @ prop) - second) < 2e-3
long_run = np.linalg.matrix_power(quarter, 120)
p_late = long_run[:, np.argmin(abs(centres - 1))] / h
assert np.max(abs(p_late - stationary(centres, r, b))) < 5e-3
# start at the stationary root-mean-square width: slowest mode is absent
s_rms = np.sqrt((r + 1) / (2 * b))
fourth_final = np.interp(s_rms, centres, centres**4 @ long_run)
dev = [np.interp(s_rms, centres,
                 centres**4 @ np.linalg.matrix_power(quarter, k)) - fourth_final
       for k in (2, 4)]
special_rate = np.log(dev[0] / dev[1]) / (0.5 / (4 * b))
assert abs(special_rate / (8 * b) - 1) < 0.02

# ---------- neglected: mean width is not conserved ----------
taus = np.linspace(0.03, 6, 400)
means = np.array([moments(t)[0] for t in taus])
i_dip = np.argmax(abs(means - 1))


# ---------- neglected: collective motion of the step train ----------
def mode_rate(q):
    return r / 2 * (np.pi * q - q * q / 2)


N = 24


def train_drift(pos):
    diff = pos[:, None] - pos[None, :]
    np.fill_diagonal(diff, N / 2)       # cotangent is zero there
    return r / 2 * np.pi / N * np.sum(1 / np.tan(np.pi * diff / N), axis=1)


jac = np.zeros((N, N))
for j in range(N):
    e = np.zeros(N)
    e[j] = 1e-4
    base = np.arange(N, dtype=float)
    jac[:, j] = (train_drift(base + e) - train_drift(base - e)) / 2e-4
numeric_modes = np.sort(np.linalg.eigvalsh(-(jac + jac.T) / 2))
formula_modes = np.sort(mode_rate(2 * np.pi * np.arange(N) / N))
assert np.allclose(numeric_modes, formula_modes, atol=1e-4)


def train_missing(t):
    """Gap variance still missing at time t after a perfect start."""
    g = lambda q: (1 - np.cos(q)) / mode_rate(q) * np.exp(-2 * mode_rate(q) * t)
    edges = [0, 0.02, 0.1, 0.5, np.pi]
    return sum(quad(g, lo, hi)[0] for lo, hi in zip(edges, edges[1:])) / np.pi


var_train = train_missing(0.0)
tail_ratio = train_missing(100 / (4 * b)) / train_missing(200 / (4 * b))
assert abs(tail_ratio / 4 - 1) < 0.03
var_final = (r + 1) / (2 * b) - 1


def single_missing(tau):
    mean, second = moments(tau)
    return 1 - (second - mean**2) / var_final


assert train_missing(10 / (4 * b)) / var_train > abs(single_missing(10))

# ---------- neglected: stationary law against the many-step gap law ----------
nodes, wts = np.polynomial.legendre.leggauss(24)


def parity_determinants(length):
    y = (nodes + 1) * length / 4
    w = np.sqrt(wts * length / 4)
    minus, plus = np.sinc(y[:, None] - y), np.sinc(y[:, None] + y)
    return [np.linalg.det(np.eye(24) - w[:, None] * (minus + sg * plus) * w)
            for sg in (1, -1)]


var_many2 = 2 * quad(lambda s: np.prod(parity_determinants(s)), 0, 6)[0] - 1
var_many4 = 2 * quad(lambda s: np.mean(parity_determinants(2 * s)), 0, 5)[0] - 1
var_law2 = 3 / (2 * unit_mean_b(2)) - 1
var_law4 = 5 / (2 * unit_mean_b(4)) - 1
assert abs(var_law2 / var_many2 - 1) < 0.02
assert abs(var_law4 / var_many4 - 1) < 0.02

# ---------- neglected: sublimation and atomic rows (rough silicon data) -----
vapour_torr = 1e-9
lattice = 0.543             # nm
mass = 28.085 * const.atomic_mass
flux = (vapour_torr * const.torr
        / np.sqrt(2 * np.pi * mass * const.k * temperature)) * 1e-18
bilayer_density = 2 / (np.sqrt(3) / 4 * lattice**2)
slow_time = time_unit / (4 * b)
advance = flux / bilayer_density * mean_width * slow_time
row = lattice * np.sqrt(3 / 8)

# ---------- output ----------
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"mean terrace width = {mean_width:.1f} nm")
print(f"step stiffness = {stiffness:.2f} eV/nm")
print(f"step repulsion A = {repulsion:.3f} eV nm")
print(f"width diffusivity = {width_diffusivity:.0f} nm^2/s")
print(f"time unit = {time_unit:.3f} s")
print(f"coupling A*stiffness/(kT)^2 = {coupling:.4f}")
print(f"r = {r:.4f}, b = {b:.4f}, alpha = {alpha:.4f} (dimensionless)")
for n in range(1, 4):
    print(f"n={n}: 4bn = {4*b*n:.4f}, grid = {rates_grid[n]:.4f} (dimensionless)")
    print(f"n={n}: physical rate = {4*b*n/time_unit:.4f} 1/s")
print(f"slowest decay time = {slow_time:.4f} s")
print(f"r=0.5 reflecting wall: slowest rate = {4*b_weak:.4f} (dimensionless)")
print(f"r=0.5 absorbing wall: slowest rate = {b_weak:.4f} (dimensionless)")
print(f"start without n=1 mode: width = {s_rms*mean_width:.3f} nm")
print(f"  its grid rate / (4b) = {special_rate/(4*b):.4f}")
print("relaxation from equal terraces:")
for tau in (0.25, 0.5, 1.0, 2.0, 5.0):
    mean, second = moments(tau)
    print(f"  tau={tau:.2f}, time={tau*slow_time:.4f} s: mean="
          f"{mean*mean_width:.3f} nm, std="
          f"{np.sqrt(second-mean**2)*mean_width:.3f} nm")
print(f"stationary std = {np.sqrt(var_final)*mean_width:.3f} nm")
print(f"largest mean excursion = {(means[i_dip]-1)*mean_width:.3f} nm"
      f" at {taus[i_dip]*slow_time:.3f} s")
print(f"stationary variance/mean^2: one terrace {var_final:.4f},"
      f" harmonic train {var_train:.4f}")
print("variance still missing, percent of final value:")
for tau in (1, 2, 5, 10):
    print(f"  tau={tau}: one terrace {100*single_missing(tau):.4f} %,"
          f" train {100*train_missing(tau/(4*b))/var_train:.4f} %")
print(f"train tail: missing(tau=100)/missing(tau=200) = {tail_ratio:.3f}")
print(f"r=2 variance/mean^2: law {var_law2:.4f}, many-step {var_many2:.4f}")
print(f"r=4 variance/mean^2: law {var_law4:.4f}, many-step {var_many4:.4f}")
print(f"rough vapour pressure = {vapour_torr:.0e} Torr")
print(f"sublimation step advance in slowest decay time = {advance:.1e} nm")
print(f"atomic row spacing = {row:.3f} nm,"
      f" / stationary std = {row/(np.sqrt(var_final)*mean_width):.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
temperature = 1200 K, kT = 0.1034 eV
mean terrace width = 20.0 nm
step stiffness = 0.30 eV/nm
step repulsion A = 0.040 eV nm
width diffusivity = 100 nm^2/s
time unit = 4.000 s
coupling A*stiffness/(kT)^2 = 1.1222
r = 3.3428, b = 1.9371, alpha = 1.1714 (dimensionless)
n=1: 4bn = 7.7485, grid = 7.7485 (dimensionless)
n=1: physical rate = 1.9371 1/s
n=2: 4bn = 15.4970, grid = 15.4970 (dimensionless)
n=2: physical rate = 3.8743 1/s
n=3: 4bn = 23.2455, grid = 23.2454 (dimensionless)
n=3: physical rate = 5.8114 1/s
slowest decay time = 0.5162 s
r=0.5 reflecting wall: slowest rate = 2.1884 (dimensionless)
r=0.5 absorbing wall: slowest rate = 0.5471 (dimensionless)
start without n=1 mode: width = 21.175 nm
  its grid rate / (4b) = 2.0002
relaxation from equal terraces:
  tau=0.25, time=0.1291 s: mean=19.758 nm, std=4.508 nm
  tau=0.50, time=0.2581 s: mean=19.673 nm, std=5.658 nm
  tau=1.00, time=0.5162 s: mean=19.706 nm, std=6.501 nm
  tau=2.00, time=1.0325 s: mean=19.866 nm, std=6.868 nm
  tau=5.00, time=2.5811 s: mean=19.993 nm, std=6.953 nm
stationary std = 6.955 nm
largest mean excursion = -0.334 nm at 0.317 s
stationary variance/mean^2: one terrace 0.1209, harmonic train 0.1478
variance still missing, percent of final value:
  tau=1: one terrace 12.6401 %, train 19.4677 %
  tau=2: one terrace 2.4837 %, train 5.0985 %
  tau=5: one terrace 0.0751 %, train 0.5575 %
  tau=10: one terrace 0.0005 %, train 0.1234 %
train tail: missing(tau=100)/missing(tau=200) = 4.019
r=2 variance/mean^2: law 0.1781, many-step 0.1800
r=4 variance/mean^2: law 0.1045, many-step 0.1041
rough vapour pressure = 1e-09 Torr
sublimation step advance in slowest decay time = 1.3e-03 nm
atomic row spacing = 0.333 nm, / stationary std = 0.048
ALL CHECKS PASSED
```
